# Depletion width of an ungated lateral p-n junction in a sheet

A semiconducting monolayer lies on thick glass under air. Its left part is doped p-type, its right part n-type, and no gate is nearby. Carriers leave a strip around the doping boundary. In a bulk junction the field lines stay in the semiconductor and the strip widens as the square root of the voltage. Here they spread into the glass and the air. How does the width depend on voltage now?

## The sheet and its surroundings

The sheet is the plane $y=0$, uniform along its third direction and of negligible thickness. Ionized acceptors of density $N_A$ fill $x<0$, and ionized donors of density $N_D$ fill $x>0$. Depletion occupies $-a<x<b$, with width $W=a+b$. The electrostatic potential difference $V>0$, n side minus p side, is the built-in voltage plus any reverse bias. Minority carriers are neglected.

Let $\kappa_1,\kappa_2$ be the relative permittivities above and below. A potential even in $y$ can satisfy Laplace's equation in both media and is continuous at the sheet. Since $E_y(0^-)=-E_y(0^+)$, Gauss's law for the net sheet charge $\sigma$ gives

$$\kappa_1\epsilon_0E_y(0^+)-\kappa_2\epsilon_0E_y(0^-)=\sigma
\;\Rightarrow\;E_y(0^+)=\frac{\sigma}{2\epsilon},\qquad
\epsilon=\epsilon_0\frac{\kappa_1+\kappa_2}{2}.$$

Only the mean permittivity enters. Likewise, a line charge $\lambda$ in the sheet has the potential $-(\lambda/2\pi\epsilon)\ln r$, up to a constant.

## First attempt: two bare strips

Take $N_A=N_D=N_0$ and $a=b=l$, and suppose that the regions outside the depletion strip are strictly neutral. Then

$$\phi(x)=-\frac{eN_0}{2\pi\epsilon}\left[\int_0^l\ln|x-t|\,dt-\int_{-l}^0\ln|x-t|\,dt\right].$$

At $x=l$ the first integral is $l\ln l-l$. The second is $\int_l^{2l}\ln s\,ds=2l\ln2+l\ln l-l$. Their difference is $-2l\ln2$, and $\phi$ is odd, so

$$\phi(l)-\phi(-l)=\frac{2\ln2}{\pi}\,\frac{eN_0l}{\epsilon}.$$

Far away, $\ln|x-t|\simeq\ln|x|-t/x$. The bracket becomes $-l^2/x$, and $\phi\simeq eN_0l^2/(2\pi\epsilon x)$ vanishes at both ends. Bare strips therefore cannot hold the two ends at different potentials, and they leave a field in regions full of mobile carriers.

Those carriers move until the field along the sheet vanishes. Perfect screening thus makes each outer region an equipotential, and this requires some net charge there. "Neutral region" has to mean quasi-neutral.

The scaling is already visible. With perfect screening, no gate and no thickness, $W$ is the single length in the problem. The quantity $eN_0/\epsilon$ is itself a field, so $V$ must be a number times $eN_0W/\epsilon$. In bulk, a volume density $\rho$ gives a field of order $\rho W/\epsilon$, and hence $V\propto W^2$. The number remains to be found.

## Equal doping with screening

For $y>0$ the field has neither divergence nor curl, so $F(z)=E_x-iE_y$ is an analytic function of $z=x+iy$. On the axis:

- for $|x|>l$, $E_x=0$, so $\operatorname{Re}F=0$;
- for $|x|<l$, $\sigma=\pm eN_0$, so $\operatorname{Im}F=-\sigma/2\epsilon$ is constant on each side of the doping step.

The position of the edge needs one more condition. For an arbitrary $l$ the outer charge would behave as $c/\sqrt{x-l}$ near the n-side edge. If $c>0$, $\sigma$ would exceed $eN_0$, which means a negative electron density. If $c<0$, electrons would pile up at the edge. The field just inside the strip would then point towards them, along $+x$, and would push electrons into the strip. Equilibrium therefore requires $c=0$, so $F$ is bounded at both edges.

**Finding $F'$.** Let $R(z)=\sqrt{z^2-l^2}$, with $R\simeq z$ at large $|z|$. On the axis $R$ is real for $|x|>l$ and equals $i\sqrt{l^2-x^2}$ for $|x|<l$. Differentiation along $x$ makes $F'$ imaginary outside the strip and real inside it. Hence $H=zRF'$ is imaginary on the whole axis, apart from the points $0,\pm l$, and the reflection $H(\bar z)=-\overline{H(z)}$ continues it to the lower half-plane. The special points are examined in turn.

1. *Edges.* Near $z=l$ put $s=\sqrt{z-l}$ and subtract from $F$ its constant imaginary part inside the strip. The remainder is imaginary for real $s$ and real for imaginary $s$. Being bounded, it is a power series in odd powers of $s$. So $F'\sim1/s$, and $RF'$ is finite. The remainder also vanishes at the edge, so $E_x(l)=0$ and $\sigma$ is continuous there. The other edge is alike.
2. *Doping step.* From left to right, $\operatorname{Im}F$ changes by $-eN_0/\epsilon$. The function $A\ln z$ has imaginary part $\pi A$ for $x<0$ and zero for $x>0$, a change of $-\pi A$. Thus $A=eN_0/(\pi\epsilon)$. With no line charge at the step, $F-A\ln z$ is regular, so $zF'\to A$ and $H(0)=ilA$.
3. *Infinity.* There is no applied far field, so $F\to0$. Since $\operatorname{Re}F=0$ on the outer axis, $F$ reflects to a function analytic for $|z|>l$. It has an expansion in $1/z$, so $F'=O(z^{-2})$ and $H$ is bounded.

A bounded function analytic in the whole plane is constant. Therefore

$$F'(z)=\frac{iK}{z\sqrt{z^2-l^2}},\qquad K=lA=\frac{eN_0l}{\pi\epsilon}.$$

**Voltage.** At large $|z|$, $F'\simeq iK/z^2$ integrates to $F\simeq-iK/z$. Seen from afar, the sheet is two half-planes at potentials $V$ (polar angle $\theta=0$) and $0$ ($\theta=\pi$). Then $\phi=V(1-\theta/\pi)$ and $E_\theta=V/(\pi r)$, so

$$F=-\frac{V}{\pi r}(\sin\theta+i\cos\theta)=-\frac{iV}{\pi z}.$$

Comparison gives $V=\pi K=eN_0l/\epsilon$, or

$$\boxed{W=2l=\frac{2\epsilon V}{eN_0}}$$

Bare strips of the same width supply the fraction $2\ln2/\pi\approx0.44$ of this voltage between the edges. The charge outside supplies the rest.

**Check by integrating the field.** Inside the strip $E_x'=K/(x\sqrt{l^2-x^2})$, with $E_x(l)=0$. For $0<x<l$ the substitution $t=l/\cosh u$ gives

$$E_x=-K\int_x^l\frac{dt}{t\sqrt{l^2-t^2}}=-\frac{eN_0}{\pi\epsilon}\operatorname{arccosh}\frac lx .$$

The derivative of $\operatorname{arccosh}(l/t)$ is $-l/(t\sqrt{l^2-t^2})$. Integration by parts then gives the potential measured from the centre,

$$\phi(x)-\phi(0)=\frac{eN_0}{\pi\epsilon}\left[x\operatorname{arccosh}\frac lx+l\arcsin\frac xl\right].$$

At $x=l$ this is $eN_0l/2\epsilon=V/2$, as it should be. The mean field $V/W=eN_0/2\epsilon$ does not depend on voltage. The field at the centre diverges logarithmically, because an ideal doping step in an ideal sheet has no length to cut it off.

**Charge outside.** For $x>l$, $E_y'=-K/(x\sqrt{x^2-l^2})$ and $E_y(\infty)=0$. With $t=l/\sin u$,

$$\sigma=2\epsilon K\int_x^\infty\frac{dt}{t\sqrt{t^2-l^2}}=\frac{2eN_0}{\pi}\arcsin\frac lx,
\qquad n=N_0-\frac{\sigma}{e}=\frac{2N_0}{\pi}\arccos\frac lx .$$

The electron density $n$ rises from zero at the edge towards $N_0$, so it is never negative. It is $\tfrac23N_0$ at $x=W$, and $\tfrac12N_0$ at $x=\sqrt2\,l$. The half-density points on the two sides are therefore $\sqrt2\,W$ apart. Far away $\sigma\simeq2\epsilon V/(\pi x)$, which is independent of doping: it is the charge of two half-planes at different potentials.

## Unequal doping

Let $N=N_A+N_D$. The argument carries over with $R=\sqrt{(z+a)(z-b)}$, for which $R(0)=i\sqrt{ab}$. The change of $\operatorname{Im}F$ at the doping step is now $-eN/2\epsilon$, so $A=eN/(2\pi\epsilon)$ and

$$F'=\frac{iK}{zR},\qquad K=\sqrt{ab}\,\frac{eN}{2\pi\epsilon},\qquad V=\pi K=\frac{eN\sqrt{ab}}{2\epsilon}.$$

One relation is missing, the ratio $a/b$. It follows from $\sigma(b)=eN_D$. With $u=1/t$,

$$\frac{eN_D}{2\epsilon}=K\int_b^\infty\frac{dt}{t\sqrt{(t+a)(t-b)}}=K\int_0^{1/b}\frac{du}{\sqrt{(1+au)(1-bu)}} .$$

Put $g=(2abu+b-a)/(a+b)$. Factoring the difference of squares gives

$$1-g^2=\frac{4ab(1+au)(1-bu)}{(a+b)^2},$$

and $dg=2ab\,du/(a+b)$, so the integrand becomes $dg/\sqrt{ab(1-g^2)}$. The limits are $(b-a)/(a+b)$ and $1$. Hence

$$\frac{eN_D}{2\epsilon}=\frac{eN}{2\pi\epsilon}\arccos\frac{b-a}{a+b}
\;\Rightarrow\;\frac{b-a}{a+b}=\cos\frac{\pi N_D}{N}=-\cos\psi,\qquad\psi=\frac{\pi N_A}{N}.$$

So $a-b=W\cos\psi$, which gives $a=W\cos^2(\psi/2)$ and $b=W\sin^2(\psi/2)$. Then $\sqrt{ab}=\tfrac12W\sin\psi$, and

$$\boxed{W=\frac{4\epsilon V}{eN\sin(\pi N_A/N)}}$$

At fixed doping the width is linear in voltage, and $a/b$ does not change. The p-side edge needs no further condition: crossing the doping step lowers $\sigma$ by $eN$, from $eN_D$ to $-eN_A$.

**Limits.** Equal doping has $\psi=\pi/2$ and $N=2N_0$, which returns the earlier result. For $N_D\gg N_A$, $N\sin\psi\to\pi N_A$ and

$$W\to\frac{4\epsilon V}{\pi eN_A},\qquad \frac ba=\tan^2\frac\psi2\to0 .$$

The strip then lies almost wholly on the lightly doped side. At the same $N_A$ and $V$ it is narrower than the equal-doping strip by the factor $2/\pi$.

The bulk rule $aN_A=bN_D$ fails for unequal doping. For $N_D=3N_A$, $\psi=\pi/4$ and $aN_A/(bN_D)=\tfrac13\cot^2(\pi/8)=1.94$. The depleted strip alone is not neutral; the charge outside it makes up the difference.

## Numbers for a monolayer

The example is in the regime of a WSe$_2$ lateral homojunction at 300 K, with rough typical parameters: gap $E_g=1.9$ eV, mass $m=0.4\,m_e$ and degeneracy 2 in both bands. Glass (3.9) and air (1) give a mean relative permittivity of 2.45. The doping is $N_0=10^{12}$ cm$^{-2}=0.01$ nm$^{-2}$ on each side.

The density of states is $D=1.671\times10^{14}$ eV$^{-1}$cm$^{-2}$, and $n=Dk_BT\ln(1+e^\eta)$, where $\eta k_BT$ is the Fermi level measured from the band edge into the band. With every dopant ionized, $n=N_0$ and $N_0/(Dk_BT)=0.231$, so $\eta=\ln(e^{0.231}-1)\approx-1.35$ on each side. Aligning the Fermi levels gives

$$eV_{bi}=E_g+2k_BT\eta=1.90-0.07=1.83\ \text{eV}.$$

With $e/\epsilon=7.386$ V nm, the width per volt is $2/(7.386\times0.01)=27.1$ nm/V. So $W=49.6$ nm at zero bias and about 77 nm at 1 V reverse bias. These values assume fully ionized dopants, which a monolayer need not have. With the mass and permittivity above and a sheet polarizability of $9\epsilon_0$ nm, an isolated point charge in the sheet binds a carrier by about 0.35 eV, in an orbit of about 0.8 nm. Dopants that deep are less than 1% ionized outside the strip at 300 K, and $V_{bi}$ drops to about 1.5 V; for a depth of 0.15 eV about 10% are ionized and $V_{bi}\approx1.7$ V. The zero-bias strip is then narrower than quoted here.

A numerical solution tested the law without being given the edges. It used Coulomb's law, the doping, zero total charge, non-negative carrier densities, equipotential populated regions and the condition that no empty cell attracts carriers. For $V=1$, 2 and 4 V on one fixed grid it gave widths of 27.0, 54.0 and 108.0 nm; the formula gives 27.1, 54.2 and 108.3 nm. The cells near the junction were 0.25 nm wide, which accounts for differences of this size. For $N_D=3N_A=3\times10^{12}$ cm$^{-2}$ and $V=1.865$ V it found $a=30.5$ and $b=5.25$ nm, against 30.5 and 5.23 nm from the formula.

## What a real sheet changes

A second calculation, for equal doping, included Fermi statistics and a rough sheet polarizability of $9\epsilon_0$ nm. It is compared through the half-density separation, which is 70.1 nm in the ideal model at zero bias. Temperature and the finite density of states change this to 69.9 nm, and polarizability raises it to 72.7 nm. Between zero and 1 V reverse bias the separation grows by 38.2 nm, against 38.3 nm in the ideal model. Over this range the corrections are mainly an offset and hardly touch the slope.

The outer charge falls to 1% of the doping only 1.6 µm from the junction. Even so, ending the sheet 500 nm from the junction on each side moves the half-density separation by just 0.1 nm.

Polarizability also makes the central field finite: 0.91 MV/cm at zero bias and 1.01 MV/cm at 1 V reverse bias. At zero bias $eV$ is below the gap, so there is no window for band-to-band tunnelling. At 1 V reverse bias a two-band estimate in the ideal potential gives a 31 nm path and a probability below $10^{-40}$; it leaves out traps and dopant disorder. There $eV=1.49E_g$, so energy conservation alone no longer forbids impact ionization. If momentum is conserved too, equal parabolic masses put the threshold at $1.5E_g$, so the process is marginal at this bias. Its rate was not computed.

Uniform doping is a strained assumption here. The mean dopant spacing is 10 nm, and a square of side $l\approx25$ nm holds about six dopants. If they are placed independently, that number fluctuates by about 40%, and a local width that followed the local density would vary comparably. The density that sets $W$ is that of the dopants charged inside the strip. A dopant that holds a carrier in the populated region can still ionize inside the strip, but a permanently inactive one cannot. Levels away from the band edge do narrow the strip somewhat at fixed $V$: for a depth of 0.15 eV on both sides and a level degeneracy of 2, the points where the net charge is half the doping lie about 4 nm closer together at 300 K, which is 6% at $V=1.83$ V and 4% at 2.83 V. At fixed $V$, if half the dopants on each side were inactive, $W$ would double. At $10^{13}$ cm$^{-2}$ the same voltage would give about 5 nm, close enough to the polarizability offset found above that the ideal width would be a rough guide at best.

The linear law also needs the glass to be much thicker than $W$, every gate or other conductor to be much farther away than $W$, and the sheet to be much thinner than $W$. Otherwise a second length enters, and the scaling argument no longer requires $V\propto W$. The numerical output below lists the main computed values.

## Table of computed values

```
mean relative permittivity: 2.450
e/(kappa eps0): 7.3858 V nm
equal doping, each side: 1.00e+12 cm^-2
rough gap: 1.90 eV; rough mass: 0.40 m_e
valley-spin degeneracy: 2; temperature: 300 K
rough sheet polarizability/eps0: 9.0 nm
thermal voltage: 25.85 mV
density of states: 1.671e+14 eV^-1 cm^-2
built-in voltage, equal doping: 1.8304 V
width per volt, equal doping: 27.079 nm/V
W at zero bias, formula: 49.57 nm
W at zero bias, free-boundary solver: 49.50 nm
solver cell near junction: 0.25 nm
W at 1 V reverse bias, formula: 76.65 nm
solver W at V = 1 V: 27.00 nm; formula 27.08 nm
solver W at V = 2 V: 54.00 nm; formula 54.16 nm
solver W at V = 4 V: 108.00 nm; formula 108.32 nm
fitted exponent of W against V: 1.0000
largest potential difference, solver-formula: 0.02 mV
n/N0 at x = W, formula: 0.6667; solver: 0.6667
x where net charge is 1% of doping: 1578 nm
unequal doping N_A, N_D: 1.0e+12, 3.0e+12 cm^-2
built-in voltage, unequal doping: 1.8653 V
unequal doping a, b, W, formula: 30.49, 5.23, 35.72 nm
unequal doping a, b, solver: 30.50, 5.25 nm
depleted charge ratio a N_A/(b N_D): 1.943
largest direct-field error: 3.6e-10 MV/cm
bare strips, edge voltage / V: 0.4413
bare strips, far voltage / V: 3.2e-04
half-density separation, ideal: 70.10 nm
same, solver near ideal limit: 70.09 nm
same, 300 K and finite density of states: 69.91 nm
same, with sheet polarizability too: 72.69 nm
same, sheet ends 500 nm from junction: 72.82 nm
same, long sheet, 1 V reverse bias: 110.93 nm
half-density growth, ideal: 38.30 nm/V
half-density growth, full solver: 38.24 nm/V
peak field at zero bias: 0.909 MV/cm
peak field at 1 V reverse bias: 1.011 MV/cm
tunnelling path at 1 V reverse bias: 31.46 nm
log10 tunnelling probability there: -43.5
eV/gap at zero and 1 V reverse bias: 0.963, 1.490
mean dopant spacing: 10.0 nm
```
